# Density Ratio in a Double Well with One Heated Barrier Flank

## Question

A particle of mass $m$ moves in one dimension in the symmetric double well

$$U(x)=B\left(1-\frac{x^2}{a^2}\right)^2,\qquad B=0.25\ \text{eV},\quad a=50\ \text{nm}.$$

The minima lie at $x=\mp a$ and the barrier top at $x=0$. Energies are measured from the well bottoms. The surrounding liquid is at $T_c=300$ K, except on the part of the left inner flank, $-a<x<0$, where $U$ lies between $U_1=0.10$ eV and $U_2=0.20$ eV. That strip is held at $T_h=600$ K. Reflecting walls stand far out on both sides, at $x=\pm b$ with $b>a$.

The particle is a sphere of radius 2.0 nm and density 5.0 g/cm³, and the liquid has viscosity 10 mPa s. Treat the particle as a point that feels the local temperature $T(x)$. Its motion is strongly damped, with friction rate $g$. Use $k=8.617\times10^{-5}$ eV/K.

**(a)** Starting from the Kramers equation for the distribution $f(x,v,t)$, find the equation obeyed by the steady density $p(x)$ at strong friction, and the condition for its validity.

**(b)** Find the ratio $R=p(+a)/p(-a)$ as a formula and as a number. Discuss its limits.

**(c)** Determine how $R$ responds to the barrier height, to friction that varies in space, to an additional force proportional to the temperature gradient, and to heating other parts of the potential.

**(d)** Find which of the two escape processes the heating changes, and how long the steady state takes to form.

**(e)** Heat leaks out of the strip. Recalculate $R$ when the temperature falls linearly from the strip edges to 300 K at the two minima.

**(f)** Assess inertia, quantum effects and particle size, and compare the model with a real liquid.

## Answer to (a)

The Kramers equation with a position-dependent temperature is

$$\frac{\partial f}{\partial t}=-v\frac{\partial f}{\partial x}+\frac{U'}{m}\frac{\partial f}{\partial v}+g\frac{\partial (vf)}{\partial v}+\frac{g\,kT}{m}\frac{\partial^2 f}{\partial v^2}.$$

The last two terms alone would drive the velocities to a Maxwell distribution at the local temperature. Define the moments

$$p=\int f\,dv,\quad J=\int vf\,dv,\quad P=m\int v^2f\,dv,\quad Q=m\int v^3f\,dv .$$

Integrating the equation over $v$ gives $\partial p/\partial t=-\partial J/\partial x$, because all other terms are velocity derivatives and vanish at large $|v|$. In the steady state $J$ is therefore uniform. No particle passes a wall, so $J=0$ everywhere.

Next multiply by $mv$ and integrate. One integration by parts turns the force term into $-U'p$ and the friction term into $-mgJ$. Two integrations by parts remove the diffusion term. In the steady state, with $J=0$,

$$\frac{dP}{dx}+U'p=0. \tag{1}$$

This is a balance between a pressure gradient and a force. It does not yet require strong friction.

To find $P$, multiply by $mv^2$ and integrate. The force term is $-2U'J=0$, the friction term is $-2gP$, and the diffusion term is $+2g\,kTp$. Hence

$$P=kTp-\frac{1}{2g}\frac{dQ}{dx}. \tag{2}$$

The third moment follows from multiplication by $mv^3$. The diffusion term is then proportional to $J$ and vanishes, leaving

$$3gQ=-\frac{d}{dx}\left(m\int v^4f\,dv\right)-3U'\int v^2f\,dv .$$

At leading order in $1/g$ the velocity distribution is the local Maxwell distribution, so $m\int v^4f\,dv=3(kT)^2p/m$ and $\int v^2f\,dv=kTp/m$. Therefore

$$Q\simeq-\frac{1}{mg}\left[\frac{d}{dx}\big(kT\,kTp\big)+U'kTp\right]
=-\frac{kTp}{mg}\frac{d(kT)}{dx}.$$

The second form uses the product rule and the leading-order balance $d(kTp)/dx=-U'p$. Since $Q$ is of order $1/g$, the correction in (2) is of order $1/g^2$. Relative to $kTp$ it is of order $\ell^2/w^2$, where

$$\ell=\frac{1}{g}\sqrt{\frac{kT}{m}}$$

is the distance over which velocity relaxes and $w$ is the shortest length over which $T$ or $p$ varies. For $\ell\ll w$,

$$\boxed{\;\frac{d(kTp)}{dx}+U'p=0\;} \tag{3}$$

The temperature stands inside the derivative. A sharp temperature edge is to be understood as the limit $w\to0$ taken after $\ell/w\to0$.

## Answer to (b)

Let $y=kTp$. Equation (3) becomes $y'=-(U'/kT)\,y$. Dividing by $y$ and integrating between the minima gives

$$\ln\frac{y(a)}{y(-a)}=-\int_{-a}^{a}\frac{U'(x)}{kT(x)}\,dx .$$

Both minima are at $T_c$, so the factors $kT_c$ in $y$ cancel and the left side is $\ln R$. Where the temperature is uniform, the integral is the change of $U$ divided by $kT$. The path has four pieces:

- from 0 to $U_1$ on the left flank, cold: $U_1/kT_c$;
- from $U_1$ to $U_2$, hot: $(U_2-U_1)/kT_h$;
- from $U_2$ to the top, cold: $(B-U_2)/kT_c$;
- from the top down to the right minimum, cold: $-B/kT_c$.

Their sum is $(U_2-U_1)/kT_h-(U_2-U_1)/kT_c$. With the minus sign in front of the integral,

$$\boxed{\;R=\exp\left[\frac{U_2-U_1}{k}\left(\frac1{T_c}-\frac1{T_h}\right)\right]\;} \tag{4}$$

The strip costs $0.10/(8.617\times10^{-5}\times300)=3.868$ when cold and $1.934$ when hot. Thus

$$\ln R=3.868-1.934=1.934,\qquad R=6.92 .$$

The density at the bottom of the right well, whose flank was not heated, is about seven times that of the left well. The two bottoms have the same energy and the same temperature, so a Boltzmann factor formed from these local values would give 1. The steady state is not an equilibrium state, and its density depends on the temperature along the path between the wells.

The same ratio would arise at a uniform 300 K if the right well were deeper by

$$kT_c\ln R=(U_2-U_1)\left(1-\frac{T_c}{T_h}\right)=0.050\ \text{eV}.$$

For weak heating, $T_h=T_c+\delta$ with $\delta\ll T_c$, formula (4) gives $\ln R\simeq(U_2-U_1)\delta/(kT_c^2)$, which is linear in $\delta$. For $T_h\to\infty$, the hot strip costs nothing and $\ln R\to3.868$. This is twice the present value, so $R$ tends to $6.92^2\approx48$. Within this model, stronger heating of the same strip cannot exceed that limit.

The cancellation of the prefactor depends on both minima being cold. If instead the whole left half, $x<0$, were at $T_h$, then $y(a)/y(-a)=T_cp(a)/[T_hp(-a)]$ and the integral would be $B/kT_h-B/kT_c$. The result would be

$$\frac{p(a)}{p(-a)}=\frac{T_h}{T_c}\exp\left[\frac{B}{k}\left(\frac1{T_c}-\frac1{T_h}\right)\right].$$

A density at one point is not a population. Integrating $p$ over each half of the line, with strip edges smoothed over about 1 nm, gives a population ratio of 6.90. Most of the drop from 6.92 comes from the smoothing, which by itself lowers the density ratio at the minima to 6.900; the population ratio is 6.897 with smoothed edges and 6.913 with sharp ones. The right half then holds 87.3% of the probability.

## Answer to (c)

**Barrier height.** $B$ cancelled between the climb and the descent. It does not enter (4) as long as $B\ge U_2$, so that the strip exists in full. The shape of the potential also drops out when the strip is defined by its energies.

**Friction.** If $g$ depends on $x$, it still multiplies $J=0$ in the momentum balance, and equation (2) still gives $P\simeq kTp$ at strong friction. Equation (3) and $R$ are unchanged.

**Thermal force.** Add a force $-s(T)\,k\,dT/dx$ on the particle, with $s$ a function of temperature alone. Then $U'$ in (3) is replaced by $U'+s\,kT'$, and $\ln R$ gains

$$-\int_{-a}^{a}\frac{s(T)}{T}\frac{dT}{dx}\,dx=-\int_{T_c}^{T_c}\frac{s(T)}{T}\,dT=0 .$$

Such a force changes the density inside the strip edges and the hot strip, but not the ratio between two points at equal temperature. The cancellation would fail if $s$ also depended on position, for example through a change of composition along the path.

**Other heated regions.** Heating the corresponding strip on the right flank reverses the sign of the integral and gives $1/R=0.145$. Heating both inner flanks equally gives 1. Heating a part of the outer left wall also leaves the density ratio at the minima equal to 1, because that region is not on the path between them.

The cases in the table below were tested on numerical steady solutions of the full Kramers equation in $x$ and $v$, which do not assume (3). The strip edges were smoothed over 1 nm in $1/T$, and $\ell$ was 0.1 nm, evaluated at 450 K with the friction of the cold liquid.

| Case | $R$ |
|---|---|
| $B=0.25$ eV | 6.91 |
| $B=0.35$ eV | 6.91 |
| Friction proportional to $1/T$ | 6.90 |
| Thermal force with $s=1$ | 6.89 |
| Both inner flanks heated | 1.00 |
| Outer left wall heated | 1.00 |

The first four values lie within 0.5% of the value 6.92 from (4). Their last digit depends on the grid: halving the spacing of 0.2 nm moves the first and the fourth value by less than 0.01 and brings both to 6.90, the value that (3) gives for edges smoothed over 1 nm.

## Answer to (d)

Take a constant friction coefficient $\zeta=mg$. In a short time $dt$ the strongly damped particle has mean displacement $-(U'/\zeta)\,dt$ and mean square displacement $(2kT/\zeta)\,dt$, as follows from the current $J=-[U'p+(kTp)']/\zeta$. This current is the momentum balance of part (a) with the friction term $-mgJ$ kept, with $P\simeq kTp$, and with $m\,\partial J/\partial t$ neglected at strong friction. Let $t(x)$ be the mean time to reach $+a$ from $x$. After $dt$ the remaining mean time is the average of $t$ over the new positions, so

$$t=dt+t-\frac{U'}{\zeta}t'\,dt+\frac{kT}{\zeta}t''\,dt
\quad\Rightarrow\quad kT\,t''-U't'=-\zeta .$$

The conditions are $t(a)=0$ and $t'(-b)=0$. Define $\varphi(x)=\int_{-a}^{x}U'/(kT)\,dz$. Dividing by $kT$ and multiplying by $e^{-\varphi}$ gives

$$\left(e^{-\varphi}t'\right)'=-\frac{\zeta}{kT}e^{-\varphi}.$$

Two integrations give the time from the left minimum to the right one:

$$t_{LR}=\zeta\int_{-a}^{a}dx\,e^{\varphi(x)}\int_{-b}^{x}dz\,\frac{e^{-\varphi(z)}}{kT(z)} .$$

For a barrier much higher than $kT$, the outer integrand is largest near the top, while the inner integral is collected mainly in the left well. The double integral then factorises:

$$t_{LR}\simeq\zeta KW_L,\qquad K=\int_{-a}^{a}e^{\varphi}dx,\qquad W_L=\int_{-b}^{0}\frac{e^{-\varphi}}{kT}dz .$$

The same argument from the right gives $t_{RL}\simeq\zeta KW_R$, where $W_R$ is the corresponding integral over $0<z<b$. Since $p\propto e^{-\varphi}/(kT)$, the ratio $t_{RL}/t_{LR}\simeq W_R/W_L$ is the population ratio.

Seen from the left minimum, heating lowers $\varphi$ at the top by $\ln R$, so $K$ and $t_{LR}$ fall by nearly the factor $R$. Seen from the right minimum, the relevant exponent is $\varphi(x)-\varphi(a)$. It is unchanged from $+a$ over the top to the upper edge of the strip. Farther left it is raised, because the descent through the hot strip is less steep in units of $kT$. Escape from the right therefore becomes slightly slower.

For the example, $D=kT_c/\zeta=kT_c/(6\pi\eta r)=1.10\times10^{-7}$ cm²/s, with $\eta$ the viscosity and $r$ the radius. Numerical solution of the equation for $t(x)$, with $\zeta$ held at its cold value, gives 0.433 s without heating. With heating,

$$t_{LR}=0.0641\ \text{s},\qquad t_{RL}=0.442\ \text{s}.$$

Escape from the left is faster by a factor 6.75, while the time from the right rises by 2.2%. Their ratio is $0.442/0.0641=6.90$, in agreement with the population ratio.

Let $N_L$ and $N_R$ be the two populations. At high barrier the slow dynamics is

$$\frac{dN_L}{dt}=-\frac{N_L}{t_{LR}}+\frac{N_R}{t_{RL}},\qquad N_L+N_R=1 .$$

Eliminating $N_R$ shows that deviations from the steady state decay at the rate $1/t_{LR}+1/t_{RL}$. The relaxation time is thus

$$\tau=\left(\frac1{0.0641\ \text{s}}+\frac1{0.442\ \text{s}}\right)^{-1}=0.056\ \text{s}.$$

The ratio $R$ applies after the strip has stayed hot for several times $\tau$. If the hot liquid is thinner, these times change, but $R$ does not.

## Answer to (e)

The strip edges follow from $U=U_i$ on the left inner flank:

$$x_i=-a\sqrt{1-\sqrt{U_i/B}},\qquad x_1=-30.3\ \text{nm},\quad x_2=-16.2\ \text{nm}.$$

With constant thermal conductivity, no sideways loss and no heat source outside the strip, steady conduction requires $T''=0$ there. The temperature is then linear from 300 K at $-a$ to 600 K at $x_1$, constant to $x_2$, and linear from there to 300 K at $+a$.

The general integral of part (b) still applies. Subtracting the isothermal integral, which is zero because $U(a)=U(-a)$, gives

$$\ln R=\int_{-a}^{a}\frac{U'}{k}\left(\frac1{T_c}-\frac1{T(x)}\right)dx .$$

The bracket is never negative. Extra heat on the left flank, where $U'>0$, increases $R$, while heat on the right flank, where $U'<0$, reduces it. Numerical integration gives

$$R_{\text{ramps}}=6.52,$$

which is 5.7% below the value for the isolated strip. The full Kramers solution with $\ell=0.1$ nm gives 6.53. The two contributions nearly cancel for this geometry: the extra heat on the left flank adds 2.35 to $\ln R$ and the heat on the right flank removes 2.41. Each is larger than the 1.93 of the strip itself, so other positions of the heat sinks can give a very different balance.

## Answer to (f)

**Inertia.** The example has $\ell=0.0022$ nm at 300 K, far below the assumed edge width of 1 nm. To see where the overdamped result begins to fail, the Kramers equation was solved with the same strip and larger $\ell$, evaluated at 450 K. The ratio was 6.93 at $\ell=0.5$ nm and 7.10 at $\ell=2$ nm. The latter is about 3% above the overdamped value 6.90 for the same smoothed edges. At that point $\ell$ exceeds the edge width, and the expansion of part (a) no longer applies. For the stated particle the velocity relaxation time $1/g$ is 0.44 ps, similar to the time in which momentum spreads through the liquid over one particle radius. A constant friction rate is then only a rough description of the velocity, and $\ell$ is an order-of-magnitude estimate. With the cold viscosity, $\ell$ is hundreds of times smaller than the edge width, so inertia is still negligible. If the hot liquid were some thirty times thinner, $\ell$ would rise to about 0.1 nm, the value used in the table of part (c).

**Quantum effects.** The thermal wavelength $h/\sqrt{2\pi mkT_c}$ is 0.00032 nm, compared with a strip width of 14.1 nm. A classical description of the motion is adequate.

**Particle size.** The sphere is 4 nm across, so it cannot resolve a 1 nm edge as a point would. The model does not determine which average temperature it feels. A sensitivity estimate is possible: the mean slope in the strip is $0.10/14.07=0.0071$ eV/nm. Moving one effective edge by the particle radius, 2 nm, changes the heated energy interval by about 0.014 eV and $\ln R$ by about 0.27. This changes $R$ by roughly 30% upward or 25% downward. It is an estimate of sensitivity, not a bound, and it exceeds the conduction correction found in (e). If the particle instead feels the temperature of the ideal strip averaged over its surface or its volume, both edges are blurred and $R$ rises by only about 10%.

**Comparison with a real liquid.** A viscosity of 10 mPa s is roughly that of a light oil, and nanoparticles of a few nanometres are ordinary objects. The temperature profile is far from ordinary. Even with the ramps of part (e), the left side has a gradient of $300\ \text{K}/19.7\ \text{nm}\approx15$ K/nm, and a light oil cannot be assumed to remain an unchanged liquid at 600 K. The numbers therefore describe a thought experiment. Two departures from the ideal strip were estimated here: conduction moves $R$ by about 6% in the geometry of (e), and the finite particle size may move it by roughly 10 to 30%, depending on which temperature the particle feels. For a gentler profile with both minima at the same temperature, the integral in (e) remains the appropriate expression, provided that the particle is strongly damped and small compared with the distance over which $T$ varies, that $U$ does not itself depend on temperature, and that any thermal force has a coefficient $s$ depending on temperature alone. The last condition matters: with the ramps of part (e), $s=1$ to the left of the strip and $s=2$ to its right would add $-\ln2+2\ln2=\ln2$ to $\ln R$ and so double $R$.

The numerical output lists the main computed values.

## Table of computed values

```
Cold and hot temperature: 300, 600 K
Energy bounds of hot strip: 0.10, 0.20 eV
Barrier height: 0.25 eV
Minimum distance from barrier top: 50 nm
Boltzmann constant: 8.617333e-05 eV/K
Strip edges: -30.31, -16.25 nm
Strip width: 14.07 nm
Strip cost at Tc: 3.8682 (no unit)
Strip cost at Th: 1.9341 (no unit)
ln R: 1.9341 (no unit)
R, right/left density, formula: 6.9177 (no unit)
Inverse ratio, left/right: 0.1446 (no unit)
Equivalent energy tilt: 0.0500 eV
Edge width in Kramers solution: 1.0 nm
R, Kramers, relaxation length 0.1 nm: 6.9068
R, Kramers, relaxation length 0.5 nm: 6.9334
R, Kramers, relaxation length 2.0 nm: 7.1033
R, Kramers, barrier 0.35 eV: 6.9140
R, Kramers, friction as 1/T: 6.9043
R, Kramers, force -k dT/dx added: 6.8897
R, both inner flanks heated: 1.0000
R, only outer left wall heated: 1.0000
Population ratio right/left: 6.8973
Population share on right: 87.34 %
Particle radius: 2.0 nm
Particle density: 5.0 g/cm3
Liquid viscosity: 10.0 mPa s
Particle mass: 1.676e-22 kg
Diffusion coefficient at Tc: 1.099e-07 cm2/s
Passage time, unheated: 0.4327 s
Passage time left to right, heated: 0.0641 s
Passage time right to left, heated: 0.4422 s
Left escape speed-up: 6.750 (no unit)
Right escape time change: 2.18 %
Relaxation time of populations: 0.0560 s
Velocity relaxation length: 0.00221 nm
Thermal wavelength: 0.000317 nm
R with conduction ramps, integral: 6.5248
R with conduction ramps, Kramers: 6.5314
Change of R by ramps: -5.68 %
```
